# How long carbon segregation survives in a finite silicon-step couple: verification in Python

```python
"""
Carbon segregation in a closed bar with a step in silicon content.

Result under test: with carbon much faster than silicon, the carbon contrast
(mean of silicon-free half minus mean of silicon-rich half, over c0) rises to
2*tanh(b), b = eps*S0/2, on the clock L^2/(pi^2 D_C), and falls to a fraction f
of that plateau at about
    t_f = L^2/(pi^2 D_Si) * ln(8 b / (pi^2 f tanh b)) / (1 - eta),
    eta = eps^2 c0 sbar (1 - sbar),  sbar = S0/2.
Symbols: L bar length, D_C and D_Si diffusivities, eps silicon-carbon
interaction coefficient in ln(activity of C) = ln c + eps*s + const,
S0 initial silicon site fraction of the left half, c0 carbon per metal atom.
The formulas are compared with a finite-volume solution of both transport
equations, which assumes no separation of time scales.
"""
import numpy as np
from scipy import constants
from scipy.integrate import solve_ivp


def solve_couple(times, fast, slow, eps, step, c0, back, cells=400):
    """Contrast/c0 and profiles; rates fast, slow multiply 1/pi^2, length = 1.

    back = 1 includes the action of carbon gradients on silicon, 0 omits it.
    """
    half = cells // 2
    start = np.empty(2 * cells)
    start[0::2] = np.where(np.arange(cells) < half, step, 0.0)
    start[1::2] = c0
    scale = cells**2 / np.pi**2

    def rate(_, y):
        s, c = y[0::2], y[1::2]
        gamma = np.exp(eps * s)
        flux_c = -2 * fast * np.diff(c * gamma) / (gamma[1:] + gamma[:-1])
        mobile = s * (1 - s)
        mean_mobile = 0.5 * (mobile[1:] + mobile[:-1])
        flux_s = -slow * (np.diff(s) + back * eps * mean_mobile * np.diff(c))
        out = np.zeros_like(y)
        for offset, flux in ((0, flux_s), (1, flux_c)):
            part = out[offset::2]
            part[:-1] -= flux
            part[1:] += flux
        return scale * out

    sol = solve_ivp(rate, (0.0, times[-1]), start, method="LSODA",
                    t_eval=times, rtol=1e-8, atol=1e-11, lband=3, uband=3)
    assert sol.success
    s, c = sol.y[0::2], sol.y[1::2]
    assert np.max(np.abs(c.mean(axis=0) / c0 - 1)) < 1e-6
    contrast = (c[half:].mean(axis=0) - c[:half].mean(axis=0)) / c0
    return contrast, s, c


odd = np.arange(1, 400, 2)[:, None]


def g(z):
    return 8 / np.pi**2 * np.sum(np.exp(-odd**2 * z) / odd**2, axis=0)


def find_peak(times, values):
    """Peak time and height from a parabola in log time."""
    k = np.argmax(values)
    u = np.log(times / times[k])
    near = np.abs(u) < 0.1
    a2, a1, a0 = np.polyfit(u[near], values[near], 2)
    shift = -a1 / (2 * a2)
    return times[k] * np.exp(shift), a0 - a1**2 / (4 * a2)


def fall_time(times, values, level):
    k = np.argmax(values)
    return np.interp(level, values[k:][::-1], times[k:][::-1])


# Model parameters (round values)
L = 2e-3
D_C = 3e-11
D_Si = 3e-15
eps = 10.0
S0 = 0.06
c0 = 0.02

r = D_C / D_Si
b = eps * S0 / 2
plateau = 2 * np.tanh(b)
sbar = S0 / 2
eta = eps**2 * c0 * sbar * (1 - sbar)
t_C = L**2 / (np.pi**2 * D_C)
t_Si = L**2 / (np.pi**2 * D_Si)

# Frozen silicon, strong coupling: filling law and its independence of eps
theta = np.geomspace(0.05, 8, 60)
frozen, _, _ = solve_couple(theta, 1.0, 0.0, 20.0, 0.1, c0, 0)
frozen_law = 2 * np.tanh(1.0) * (1 - g(theta))
frozen_error = np.max(np.abs(frozen - frozen_law))
assert frozen_error < 2e-3

# Weak segregation with comparable diffusivities
weak_step = 0.002
tau_weak = np.geomspace(0.01, 4, 500)
weak3, _, _ = solve_couple(tau_weak, 3.0, 1.0, eps, weak_step, c0, 0)
weak3 = weak3 / (eps * weak_step)
weak3_law = 1.5 * (g(tau_weak) - g(3 * tau_weak))
weak_error = np.max(np.abs(weak3 - weak3_law))
assert weak_error < 3e-3
weak1, _, _ = solve_couple(tau_weak, 1.0, 1.0, eps, weak_step, c0, 0)
_, peak_equal = find_peak(tau_weak, weak1 / (eps * weak_step))
peak_equal_law = 8 / (np.pi**2 * np.e)
assert abs(peak_equal - peak_equal_law) < 3e-3

# Worked couple, without and with the action of carbon on silicon
tau = np.geomspace(1e-6, 4.5, 1500)
one_way, s1, c1 = solve_couple(tau, r, 1.0, eps, S0, c0, 0)
coupled, s2, c2 = solve_couple(tau, r, 1.0, eps, S0, c0, 1)

# Rise and peak
rise_est = np.log(16 / np.pi**2)
k_peak = np.argmax(one_way)
rise_num = r * np.interp(plateau / 2, one_way[:k_peak], tau[:k_peak])
assert abs(rise_num / rise_est - 1) < 0.04
theta_peak = 5.0
for _ in range(60):
    theta_peak = np.log(4 * np.sqrt(r * theta_peak / np.pi))
height_est = (1 - 4 / np.pi**1.5 * np.sqrt(theta_peak / r)
              - 8 / np.pi**2 * np.exp(-theta_peak))
tau_peak_num, height_num = find_peak(tau, one_way / plateau)
assert abs(r * tau_peak_num / theta_peak - 1) < 0.05
assert abs(height_num - height_est) < 0.004

# Carbon activity is uniform while silicon homogenizes
k_half = np.argmin(np.abs(tau - 0.5))
log_activity = np.log(c1[:, k_half]) + eps * s1[:, k_half]
spread = np.ptp(log_activity)
carbon_spread = np.ptp(np.log(c1[:, k_half]))
assert spread < 2 * eps * S0 / r
assert carbon_spread > 0.1

# Late decay rates in units of 1/t_Si
late = (tau > 3) & (tau < 4.4)
rate_one_way = -np.polyfit(tau[late], np.log(one_way[late]), 1)[0]
rate_coupled = -np.polyfit(tau[late], np.log(coupled[late]), 1)[0]
assert abs(rate_one_way - 1) < 0.004
assert abs(rate_coupled - (1 - eta)) < 0.004

# Lifetimes
life = {}
for f in (0.5, 0.1):
    simple = np.log(8 * b / (np.pi**2 * f * np.tanh(b)))
    full = simple / (1 - eta)
    simple_num = fall_time(tau, one_way, f * plateau)
    full_num = fall_time(tau, coupled, f * plateau)
    assert abs(simple_num / simple - 1) < 0.03
    assert abs(full_num / full - 1) < 0.04
    life[f] = (simple, simple_num, full, full_num)

print(f"bar length L = {L:.1e} m")
print(f"carbon diffusivity D_C = {D_C:.1e} m^2/s")
print(f"silicon diffusivity D_Si = {D_Si:.1e} m^2/s")
print(f"interaction coefficient eps = {eps:.1f} (dimensionless)")
print(f"initial silicon site fraction S0 = {S0:.3f}")
print(f"carbon per metal atom c0 = {c0:.3f}")
print(f"diffusivity ratio r = {r:.3e}")
print(f"b = eps*S0/2 = {b:.3f}")
print(f"carbon ratio across the fresh step = {np.exp(eps * S0):.4f}")
print(f"plateau contrast 2 tanh b = {plateau:.4f} (units of c0)")
print(f"plateau carbon, silicon-rich half = {c0 * (1 - plateau / 2):.5f}")
print(f"plateau carbon, silicon-free half = {c0 * (1 + plateau / 2):.5f}")
print(f"carbon clock t_C = {t_C:.4e} s")
print(f"silicon clock t_Si = {t_Si:.4e} s")
print(f"back-coupling eta = {eta:.4f}")
print(f"half-rise, estimate = {rise_est:.4f} t_C")
print(f"half-rise, numerical = {rise_num:.4f} t_C")
print(f"half-rise time, estimate = {rise_est * t_C:.3e} s"
      f" = {rise_est * t_C / constants.hour:.2f} h")
print(f"peak time, estimate = {theta_peak:.3f} t_C")
print(f"peak time, numerical = {r * tau_peak_num:.3f} t_C")
print(f"peak time, estimate = {theta_peak * t_C:.3e} s"
      f" = {theta_peak * t_C / constants.hour:.1f} h")
print(f"peak height, estimate = {height_est:.4f} of plateau")
print(f"peak height, numerical = {height_num:.4f} of plateau")
for f, (simple, simple_num, full, full_num) in life.items():
    print(f"fall to {f:.1f}, no back-coupling, estimate = {simple:.4f} t_Si")
    print(f"fall to {f:.1f}, no back-coupling, numerical = "
          f"{simple_num:.4f} t_Si")
    print(f"fall to {f:.1f}, back-coupling, estimate = {full:.4f} t_Si")
    print(f"fall to {f:.1f}, back-coupling, numerical = {full_num:.4f} t_Si")
    print(f"fall to {f:.1f}, back-coupling, estimate = {full * t_Si:.3e} s"
          f" = {full * t_Si / constants.year:.2f} years")
half_life = life[0.5][2] * t_Si
print(f"half-fall time / half-rise time = {half_life / (rise_est * t_C):.3e}")
print(f"half-fall time for 10 L = {100 * half_life:.3e} s"
      f" = {100 * half_life / constants.year:.0f} years")
print(f"late decay rate, no back-coupling = {rate_one_way:.4f} / t_Si")
print(f"late decay rate, back-coupling = {rate_coupled:.4f} / t_Si")
print(f"1 - eta = {1 - eta:.4f}")
print(f"time of the activity check = {tau[k_half]:.3f} t_Si")
print(f"spread of ln(carbon activity) then = {spread:.2e}")
print(f"spread of ln(carbon content) then = {carbon_spread:.4f}")
print(f"equal diffusivities, peak numerical = {peak_equal:.4f} of plateau")
print(f"equal diffusivities, 8/(pi^2 e) = {peak_equal_law:.4f}")
print(f"largest error of frozen-silicon law = {frozen_error:.1e} (units of c0)")
print(f"largest error of weak law at r = 3 = {weak_error:.1e} of plateau")
print("finished without a failed check")
```

Output:

```
bar length L = 2.0e-03 m
carbon diffusivity D_C = 3.0e-11 m^2/s
silicon diffusivity D_Si = 3.0e-15 m^2/s
interaction coefficient eps = 10.0 (dimensionless)
initial silicon site fraction S0 = 0.060
carbon per metal atom c0 = 0.020
diffusivity ratio r = 1.000e+04
b = eps*S0/2 = 0.300
carbon ratio across the fresh step = 1.8221
plateau contrast 2 tanh b = 0.5826 (units of c0)
plateau carbon, silicon-rich half = 0.01417
plateau carbon, silicon-free half = 0.02583
carbon clock t_C = 1.3509e+04 s
silicon clock t_Si = 1.3509e+08 s
back-coupling eta = 0.0582
half-rise, estimate = 0.4831 t_C
half-rise, numerical = 0.4936 t_C
half-rise time, estimate = 6.527e+03 s = 1.81 h
peak time, estimate = 6.343 t_C
peak time, numerical = 6.406 t_C
peak time, estimate = 8.569e+04 s = 23.8 h
peak height, estimate = 0.9805 of plateau
peak height, numerical = 0.9816 of plateau
fall to 0.5, no back-coupling, estimate = 0.5125 t_Si
fall to 0.5, no back-coupling, numerical = 0.5072 t_Si
fall to 0.5, back-coupling, estimate = 0.5442 t_Si
fall to 0.5, back-coupling, numerical = 0.5353 t_Si
fall to 0.5, back-coupling, estimate = 7.352e+07 s = 2.33 years
fall to 0.1, no back-coupling, estimate = 2.1220 t_Si
fall to 0.1, no back-coupling, numerical = 2.1218 t_Si
fall to 0.1, back-coupling, estimate = 2.2531 t_Si
fall to 0.1, back-coupling, numerical = 2.2485 t_Si
fall to 0.1, back-coupling, estimate = 3.044e+08 s = 9.65 years
half-fall time / half-rise time = 1.126e+04
half-fall time for 10 L = 7.352e+09 s = 233 years
late decay rate, no back-coupling = 1.0000 / t_Si
late decay rate, back-coupling = 0.9417 / t_Si
1 - eta = 0.9418
time of the activity check = 0.500 t_Si
spread of ln(carbon activity) then = 4.58e-05
spread of ln(carbon content) then = 0.4606
equal diffusivities, peak numerical = 0.2983 of plateau
equal diffusivities, 8/(pi^2 e) = 0.2982
largest error of frozen-silicon law = 1.9e-05 (units of c0)
largest error of weak law at r = 3 = 1.7e-05 of plateau
finished without a failed check
```
